# The exchange-only optimized effective potential from a fixed density, part 2

We seek the local potential that keeps the density $n(\mathbf r)$ of $N$ electrons fixed to first order in the coupling $\lambda$. SI units are used, with $x=(\mathbf r,\sigma)$, $\int dx=\sum_\sigma\int d^3r$ and $w=e^2/(4\pi\varepsilon_0|\mathbf r-\mathbf r'|)$. The Hamiltonian is $\hat H_\lambda=\hat T+\lambda\hat W+\sum_kv_\lambda(\mathbf r_k)$, where $\hat T$ is the kinetic energy, $\hat W$ the pair repulsion and $v_\lambda=v_s-\lambda u+O(\lambda^2)$. Its first-order part is $\hat H_1=\hat W-\sum_ku(\mathbf r_k)$, with $E^{(1)}=\langle\Phi|\hat H_1|\Phi\rangle$.

The Kohn–Sham orbitals obey $\hat h_s\varphi_p=\varepsilon_p\varphi_p$. Labels $i,j$ are occupied, $a$ empty and $p$ any. $N_\uparrow,N_\downarrow$ are fixed, and the determinant $\Phi$ is non-degenerate: $\varepsilon_a>\varepsilon_i$ within each spin. Further,
$$\rho(x,x')=\sum_j\varphi_j(x)\varphi_j^*(x'),\qquad v_H(\mathbf r)=\int n(\mathbf r')\,w\,d^3r',\qquad U=\tfrac12\int n\,v_H\,d^3r,$$
$$(\hat Kf)(x)=-\int\rho(x,x')\,w(\mathbf r,\mathbf r')\,f(x')\,dx',\qquad v_x:=u-v_H,$$
$$E_x=-\tfrac12\iint|\rho(x,x')|^2\,w\,dx\,dx'=\tfrac12\sum_i\langle i|\hat K|i\rangle,\qquad\langle\Phi|\hat W|\Phi\rangle=U+E_x.$$

Parts (b)–(d) gave the first-order density $n^{(1)}=\Lambda-\int\chi_sv_x\,d^3r'$ for any trial $v_x$, with
$$\Lambda(\mathbf r)=\sum_{i,a,\sigma}\varphi_i^*(x)\varphi_a(x)\frac{\langle a|\hat K|i\rangle}{\varepsilon_i-\varepsilon_a}+\text{c.c.},$$
$$\chi_s(\mathbf r,\mathbf r')=\sum_{i,a}\sum_{\sigma\sigma'}\frac{\varphi_i^*(x)\varphi_a(x)\varphi_a^*(x')\varphi_i(x')}{\varepsilon_i-\varepsilon_a}+\text{c.c.}$$
Here $\chi_s$ is real and symmetric. Setting $n^{(1)}=0$ gives the optimized effective potential (OEP) equation
$$\int\chi_s(\mathbf r,\mathbf r')\,v_x(\mathbf r')\,d^3r'=\Lambda(\mathbf r).\tag{1}$$

Equivalently, $n^{(1)}=-\sum_{i,\sigma}\varphi_i^*\psi_i+\text{c.c.}$, where for non-degenerate $\varepsilon_i$ the orbital shifts obey the Sternheimer equation
$$(\hat h_s-\varepsilon_i)\psi_i=-\big[v_x-\hat K-\langle i|v_x-\hat K|i\rangle\big]\varphi_i,\qquad\langle\varphi_i|\psi_i\rangle=0.$$

Part (e) showed $\iint f\chi_sf\le0$ for real $f$. If $\Phi$ vanishes only on a set of measure zero, equality holds only for constant $f$, so (1) fixes $v_x$ up to a constant. On a lattice this needs a separate check.

Part (a) showed that for $n_\gamma(\mathbf r)=\gamma^3n(\gamma\mathbf r)$, $v_s[n_\gamma](\mathbf r)=\gamma^2v_s[n](\gamma\mathbf r)$ and $v_{xc}[n_\gamma](\mathbf r)=\gamma\,v_x[n](\gamma\mathbf r)+O(\gamma^0)$.

Part (f) now asks: through the Kohn–Sham map $n\to v_s\to\{\varphi_i\}$ the energy $E_x$ is a functional of $n$. Show that $\delta E_x/\delta n$ solves (1).

**Solution.** Three links are needed.

First, vary $E_x$ with respect to the orbitals. With $|\rho|^2=\rho(x,x')\rho(x',x)$, the product rule gives two terms that become equal on exchanging the names $x$ and $x'$, which cancels the $\tfrac12$:
$$\delta E_x=-\iint w\,\rho(x',x)\,\delta\rho(x,x')\,dx\,dx',\qquad\delta\rho=\sum_i\big[\delta\varphi_i(x)\varphi_i^*(x')+\varphi_i(x)\delta\varphi_i^*(x')\big].$$
The second term of $\delta\rho$ gives $-\iint\delta\varphi_i^*(x')\rho(x',x)w\,\varphi_i(x)=\langle\delta\varphi_i|\hat K\varphi_i\rangle$, and the first gives its conjugate. Thus $\delta E_x=\sum_i\langle\hat K\varphi_i|\delta\varphi_i\rangle+\text{c.c.}$, that is $\delta E_x/\delta\varphi_i^*=\hat K\varphi_i$. Varying only the explicit orbitals in $\tfrac12\sum_i\langle i|\hat K|i\rangle$ and forgetting those inside $\hat K$ loses a factor of two.

Second, vary the orbitals with respect to $v_s$. Split $\delta\varphi_i=\sum_j\varphi_j\kappa_{ji}+\sum_a\varphi_a\kappa_{ai}$. Orthonormality, $\delta\langle i|j\rangle=0$, requires $\kappa_{ij}+\kappa_{ji}^*=0$. The occupied part contributes to $\delta\rho$ the amount $\sum_{ij}\varphi_j(x)\varphi_i^*(x')(\kappa_{ji}+\kappa_{ij}^*)=0$, after renaming $i\leftrightarrow j$ in the second term. This holds with or without degeneracy among the occupied levels. For the rest, project $(\hat h_s-\varepsilon_i)\delta\varphi_i=-(\delta v_s-\delta\varepsilon_i)\varphi_i$ on $\varphi_a$, which gives
$$\kappa_{ai}=\frac{\langle a|\delta v_s|i\rangle}{\varepsilon_i-\varepsilon_a}.$$
Then
$$\delta E_x=\sum_{i,a}\frac{\langle i|\hat K|a\rangle\langle a|\delta v_s|i\rangle}{\varepsilon_i-\varepsilon_a}+\text{c.c.}=\int d^3r\,\delta v_s(\mathbf r)\Big[\sum_{i,a,\sigma}\varphi_a^*\varphi_i\frac{\langle i|\hat K|a\rangle}{\varepsilon_i-\varepsilon_a}+\text{c.c.}\Big].$$
The term written out is the complex conjugate of the one written out in $\Lambda$, and the bracket holds both, so $\delta E_x/\delta v_s(\mathbf r)=\Lambda(\mathbf r)$.

Third, the density changes by $\delta n=\sum_{i,a,\sigma}\varphi_i^*\varphi_a\kappa_{ai}+\text{c.c.}=\int\chi_s\,\delta v_s$, so $\delta n(\mathbf r)/\delta v_s(\mathbf r')=\chi_s(\mathbf r,\mathbf r')$. These variations conserve $N$, since $\int\chi_s\,d^3r=0$.

The functional derivative $g=\delta E_x/\delta n$ is defined by $\delta E_x=\int g\,\delta n\,d^3r'$ for all such $\delta n$. Inserting the second and third links,
$$\int d^3r\,\delta v_s(\mathbf r)\Big[\Lambda(\mathbf r)-\int g(\mathbf r')\chi_s(\mathbf r',\mathbf r)\,d^3r'\Big]=0 .$$
Because $\delta v_s$ is arbitrary the bracket vanishes, and because $\chi_s$ is symmetric this is equation (1) with $g$ in place of $v_x$. By (e), $g=v_x+\text{const}$. The converse needs no inverse: if $v_x$ solves (1), then
$$\delta E_x=\int\Lambda\,\delta v_s=\iint\delta v_s\,\chi_s\,v_x=\int v_x\,\delta n .$$
The chain
$$\frac{\delta E_x}{\delta n(\mathbf r)}=\int d^3r'\Big[\sum_i\int dx''\frac{\delta E_x}{\delta\varphi_i(x'')}\frac{\delta\varphi_i(x'')}{\delta v_s(\mathbf r')}+\text{c.c.}\Big]\chi_s^{-1}(\mathbf r',\mathbf r)$$
says the same, provided $\chi_s^{-1}$ is read as the inverse taken from functions of zero integral to potentials modulo a constant. On all functions it does not exist. The undetermined constant is real: $\int\delta n=0$, so variations at fixed $N$ cannot measure it, and the equality $v_x=\delta E_x/\delta n$ is true only in this sense.

The agreement has a short explanation. Let $F_\lambda[n]=E_\lambda-\int v_\lambda n$. Under a change of density at fixed $\lambda$, first-order theory gives $\delta E_\lambda=\int n\,\delta v_\lambda$, so $\delta F_\lambda=\int n\,\delta v_\lambda-\int\delta v_\lambda\,n-\int v_\lambda\,\delta n=-\int v_\lambda\,\delta n$. Under a change of $\lambda$ at fixed $n$, at $\lambda=0$,
$$\frac{dF_\lambda}{d\lambda}=E^{(1)}+\int u\,n=\Big[\langle\hat W\rangle-\int u\,n\Big]+\int u\,n=U+E_x .$$
If the two derivatives commute, $\delta(U+E_x)=-\int(\partial_\lambda v_\lambda)\,\delta n=\int u\,\delta n$. With $\delta U=\int v_H\,\delta n$ this is $\delta E_x=\int v_x\,\delta n$. Parts (d) and (f) are the two orders of one mixed second derivative.

## (g) Limits and the name

Solve (1) for a two-electron singlet, and relate it to the minimization of the total energy over local potentials.

**Solution.** In the singlet both electrons occupy one spatial orbital $\phi$ and $n=2|\phi|^2$. Exchange acts within one spin, so $\hat K\phi=-\phi(\mathbf r)\int|\phi(\mathbf r')|^2w\,d^3r'=-\tfrac12v_H\phi$. The choice $v_x=-v_H/2$ makes every $\langle a|\hat K-v_x|i\rangle$ zero, so it solves (1), and by (e) it is the solution. With one electron the same steps give $v_x=-v_H$ and $u=0$, as they must when there is no partner to repel.

With two or more orbitals of one spin, a single local function cannot in general copy $\hat K$ on all of them. Equation (1) sets to zero only the weighted sum of the elements $\langle a|\hat K-v_x|i\rangle$ at each point. Since $\langle a|\hat h_s|i\rangle=0$, setting each element to zero would be the Brillouin condition of Hartree–Fock theory for the external potential $v_s-v_H-v_x$, which (1) does not impose. The non-zero singles elements are the reason why the second-order Görling–Levy energy has a singles term.

Now let $v_s$ be a trial potential for a system in $v_{\rm ext}$, with $E[v_s]=T_s+\int v_{\rm ext}n+U+E_x$. From $T_s=\sum_i\varepsilon_i-\int v_sn$ and $\delta\sum_i\varepsilon_i=\int n\,\delta v_s$ follows $\delta T_s=-\int v_s\,\delta n$. Using (f),
$$\delta E=\int(v_{\rm ext}+v_H+v_x-v_s)\,\delta n=\iint(v_{\rm ext}+v_H+v_x-v_s)\,\chi_s\,\delta v_s .$$
Stationarity requires $\chi_s(v_{\rm ext}+v_H+v_x-v_s)=0$, so $v_s=v_{\rm ext}+v_H+v_x+\text{const}$. This is the optimization in the name. Hartree–Fock minimizes the same expectation value over all determinants, and the exact ground state over all wave functions, both with the same $N_\uparrow$ and $N_\downarrow$, so $E_{\rm exact}\le E_{HF}\le E_{OEP}$.

Two uses of (1) must be kept apart. Equation (1) holds for any admissible $v_s$ and its density. Evaluated with the exact Kohn–Sham orbitals it gives the exchange potential of the exact density. Solved self-consistently it gives a density that lacks correlation and is in general not the exact density of $v_{\rm ext}$. One electron is an exception, since there $u=0$ and $v_s=v_{\rm ext}$ up to a constant.

The derivation fails when the highest level of a spin channel is degenerate and partly filled. A denominator then vanishes, and the zeroth-order state has to be selected within the degenerate set by the perturbation. If only one spin channel has such a level, and the level holds a single electron or a single hole, every combination of the degenerate determinants is again one determinant, and $\langle\hat W\rangle=U+E_x$ still holds for it. In other cases, including one electron in an open level of each channel, the selected state need not be one determinant, and then $\langle\hat W\rangle$ need not equal $U+E_x$.

## (h) A numerical example

Test the result on a lattice model of linear triplet $\mathrm{H_3^+}$, with $N_\uparrow=2$ and $N_\downarrow=0$, the smallest case where $v_x$ is not a multiple of $v_H$.

**Solution.** The chosen inputs are 27 sites on a line with spacing $\Delta=0.026$ nm, hard walls at $\pm0.364$ nm, protons at $0$ and $\pm R$ with $R=0.130$ nm (five lattice spacings), and the softened interaction $w=e^2/(4\pi\varepsilon_0\sqrt{x^2+b^2})$ with $b=0.050$ nm, used with opposite sign for the protons. Here $x$ is the coordinate on the line. The kinetic energy is the three-point difference with hopping $t$. Parts (b) to (g) used completeness, a symmetric $w$, the gap and, in (e), that only constants lie in the null space of $\chi_s$; the last two are checked below, so these parts hold exactly on the lattice with $\varphi(x_k)=c_k/\sqrt\Delta$, site occupations $N_k=n(x_k)\Delta$, $\chi_{kl}=\partial N_k/\partial v_l$ in $\mathrm{J^{-1}}$, $\Lambda_k=\partial E_x/\partial v_k$ a pure number, and $v_x(x_k)=\partial E_x/\partial N_k$ up to a constant. Energies are in aJ, with $1$ aJ $=6.24151$ eV.

The constants give
$$t=\frac{\hbar^2}{2m\Delta^2}=\frac{(1.054572\times10^{-34}\,\mathrm{J\,s})^2}{2(9.109384\times10^{-31}\,\mathrm{kg})(0.026\times10^{-9}\,\mathrm m)^2}=9.02998\ \text{aJ},$$
and with $e^2/4\pi\varepsilon_0=0.230708$ aJ nm, $w(0)=0.230708/0.050=4.61416$ aJ. At the centre
$$v_{\rm ext}(0)=-4.61416-\frac{2\times0.230708}{\sqrt{0.130^2+0.050^2}}=-7.92693\ \text{aJ}.$$

The potential $v_s$ was found by iterating $v_s=v_{\rm ext}+v_H+v_x$ to self-consistency, solving (1) as a matrix equation at each step. The free constant was chosen so that $\langle2|v_x|2\rangle=\langle2|\hat K|2\rangle=-2.95043$ aJ for the highest occupied orbital. The four lowest levels are $-5.06291$, $-4.36510$, $-3.10681$ and $-1.77890$ aJ, so the gap is $1.25829$ aJ and the determinant is non-degenerate. At the centre $v_s=-7.92693+4.76475-2.29259=-5.45477$ aJ.

The energies check by hand. With $\langle1|\hat K|1\rangle=-3.26306$ aJ, $E_x=\tfrac12(-3.26306-2.95043)=-3.10675$ aJ. With $U=4.45363$ aJ the sum is $U+E_x=1.346887$ aJ to the digits computed. Exact diagonalization of $\hat H_\lambda$ in the $27\times26/2=351$ antisymmetric pair states, with $dE/d\lambda+\sum_ku_kN_k$ taken by a central difference at $\lambda=0$, gives $\langle\hat W\rangle=1.346887$ aJ.

The exchange potential was obtained in three ways. Route A solves (1). Route B uses the definition of the adiabatic connection: for small positive and negative $\lambda$ a Newton search on the exact two-body ground state finds the $v_\lambda$ that reproduces all $N_k$, then $u=-dv_\lambda/d\lambda$ by central differences with Richardson extrapolation, and $v_x=u-v_H$. Route C uses the definition of the functional derivative: a little charge is moved from the centre to site $k$, the Kohn–Sham problem is inverted for the new density, and the change of $E_x$ is divided by the charge moved, again with extrapolated central differences. Routes B and C yield only differences of potential and were shifted to match A at $x=0$, so the first row agrees by construction. The last column is the Slater potential $v_{Sl}(x_k)=-\sum_l\rho_{kl}^2w_{kl}/N_k$, where $\rho_{kl}$ is the sum of $c_kc_l$ over the occupied orbitals. It serves as a plausible but wrong trial. All potentials are in aJ.

| $x$/nm | A | B | C | Slater |
|---|---|---|---|---|
| 0.000 | −2.292586 | −2.292586 | −2.292586 | −2.85580 |
| 0.052 | −2.959441 | −2.959441 | −2.959441 | −3.19471 |
| 0.104 | −3.291909 | −3.291909 | −3.291909 | −3.41440 |
| 0.156 | −2.797952 | −2.797952 | −2.797952 | −2.91683 |
| 0.208 | −1.965016 | −1.965016 | −1.965016 | −2.07376 |
| 0.260 | −1.341908 | −1.341908 | −1.341908 | −1.43723 |
| 0.312 | −0.978438 | −0.978438 | −0.978438 | −1.06093 |

Over all sites B differs from A by at most $3.1\times10^{-10}$ aJ and C by at most $1.0\times10^{-8}$ aJ. The separate links $\Lambda_k=\partial E_x/\partial v_k$ and $\chi_{kl}=\partial N_k/\partial v_l$, tested by finite differences for the occupations $(2,0)$, $(2,1)$ and $(2,2)$ in the same $v_s$, hold to $6.9\times10^{-11}$ (as a pure number and in $\mathrm{aJ^{-1}}$).

The drift of the exact density under $v_s-\lambda(v_H+v_{\rm trial})$ shows the order of the error. For the OEP the largest change of any $N_k$ is $2.6973\times10^{-7}$ at $\lambda=0.01$ and $6.7492\times10^{-8}$ at $\lambda=0.005$. The ratio is $3.997$, which marks a $\lambda^2$ law, and the numerical slope at $\lambda=0$ is at most $5.2\times10^{-10}$. For the Slater potential the changes are $1.7764\times10^{-4}$ and $8.8930\times10^{-5}$, with ratio $1.998$, a linear law. Its slope agrees at every site with $\Lambda-\chi_sv_{Sl}$ and with the Sternheimer form of (d). The overall direction can be read from the table. With $D=v_{Sl}-v_x$ one has $N^{(1)}=-\chi_sD$, so by (e) $\sum_kD_kN^{(1)}_k=-\sum_{kl}D_k\chi_{kl}D_l>0$ for non-constant $D$, and on the whole charge moves away from where $D$ is most negative; the sign at an individual site is taken from the calculation. The difference $v_{Sl}-v_x$ is $-2.85580+2.29259=-0.56321$ aJ at the centre and $-3.41440+3.29191=-0.12249$ aJ at $0.104$ nm, so it is not a constant. The trial enters $\hat H_1$ with a minus sign, so too much repulsion is left at the centre and charge leaves it: $N^{(1)}_k=-1.7808\times10^{-2}$ there and $+6.4808\times10^{-3}$ at $0.104$ nm. The central site holds $3.91856\times0.026=0.102$ electrons, so the first-order error amounts to about $17\%$ of that per unit $\lambda$.

The singles elements do not vanish. Orbitals 1 and 3 are even and 2 and 4 are odd, and $v_x-\hat K$ conserves parity, so the lowest couplings are $\langle3|v_x-\hat K|1\rangle=-0.06763+0.11209=0.04446$ aJ and $\langle4|v_x-\hat K|2\rangle=-0.04965$ aJ, with all orbitals taken positive on the first site. The amplitude of $\varphi_3$ in $\psi_1$ is $0.04446/(-5.06291+3.10681)=-0.0227$, and that of $\varphi_4$ in $\psi_2$ is $-0.04965/(-4.36510+1.77890)=+0.0192$. There are $2\times25=50$ singles elements and only $26$ free values of $v_x$. Parity removes half of the elements and leaves $13+12=25$, against $14-1=13$ free values of an even $v_x$. The cancellation occurs between orbitals. With $\psi_i$ scaled to the lattice as $\varphi_i$ is, at $x=R$ the terms $2c_1\psi_1$ and $2c_2\psi_2$ are $-2.8206\times10^{-3}$ and $+2.8206\times10^{-3}$. At the centre both are zero to rounding. The second is zero by parity, because $\varphi_2$ and $\psi_2$ have a node there. The first is then forced to zero by the OEP equation, and since the nodeless $\varphi_1$ is non-zero there, the shift $\psi_1$ itself must vanish at $x=0$. The diagonal elements differ too: $\langle1|v_x-\hat K|1\rangle=-2.87411+3.26306=0.38895$ aJ, so one constant cannot match both orbitals.

The matrix $\chi_{kl}$ has one eigenvalue equal to zero within rounding ($-1.8\times10^{-18}\ \mathrm{aJ^{-1}}$), belonging to the constant vector. The others run from $-9.1505\times10^{-2}$ to $-5.6774\times10^{-6}\ \mathrm{aJ^{-1}}$, all negative as (e) requires. These non-zero eigenvalues span four orders of magnitude, so even on so small a lattice some potential patterns move the density ten thousand times less than others. With the occupation $(1,1)$ in the same $v_s$, $v_x+v_H/2$ is constant to $6.7\times10^{-12}$ aJ. The softened interaction scales as an inverse length only if $b$ is scaled too. Halving $\Delta$ and $b$ and multiplying $v_s$ by four, which is $\gamma=2$, gives $E_x=-6.21350$ aJ $=2\times(-3.10675$ aJ$)$ and doubles $v_x$ at every site.

At self-consistency the finite-difference gradient $\partial E/\partial v_{s,k}$ is at most $3.5\times10^{-11}$. The electronic energy is $E_{OEP}=T_s+\int v_{\rm ext}n+U+E_x=1.04432-13.55505+1.34689=-11.16384$ aJ. A self-consistent Hartree–Fock calculation on the same lattice gives $-11.168208$ aJ and exact diagonalization at $\lambda=1$ in $v_{\rm ext}$, within the sector $N_\uparrow=2$, $N_\downarrow=0$, gives $-11.181770$ aJ. The restriction to a local potential costs $4.3644\times10^{-3}$ aJ, about a third of the $0.013562$ aJ that separates Hartree–Fock from the exact energy in this model. All these numbers belong to the lattice as specified, with its one spacing of about half a bohr, its walls and its softening length. They are not converged continuum values and not properties of the molecule: for the real triplet ion at the same geometry, full configuration interaction in a cc-pVTZ basis gives an electronic energy of about $-9.3$ aJ.

## Values computed for the example and the checks

```
hbar = 1.054572e-34 J s, m_e = 9.109384e-31 kg
e = 1.602177e-19 C, eps0 = 8.854188e-12 F/m
e^2/(4 pi eps0) = 0.230708 aJ nm, 1 aJ = 6.24151 eV
sites M = 27, d = 0.026 nm, a = 0.050 nm, R = 0.130 nm
walls at +-0.364 nm, two-body dimension = 351
t = hbar^2/(2 m d^2) = 9.02998 aJ, w(0) = 4.61416 aJ
eps_1..4 = -5.06291 -4.36510 -3.10681 -1.77890 aJ
gap eps_3-eps_2 = 1.25829 aJ
Ts = 1.04432 aJ, int vext n = -13.55505 aJ
U = 4.45363 aJ, Ex = -3.10675 aJ, U+Ex = 1.346887 aJ
<W> from exact dE/dlambda = 1.346887 aJ
<2|K|2> = -2.95043, <2|vx|2> = -2.95043, vx-K: 0.00000 aJ
<1|K|1> = -3.26306, <1|vx|1> = -2.87411, vx-K: 0.38895 aJ
<3|K|1> = -0.11209, <3|vx|1> = -0.06763, vx-K: 0.04446 aJ
<4|K|2> = 0.39573, <4|vx|2> = 0.34607, vx-K: -0.04965 aJ
x/nm  n/nm^-1  vext/aJ  vH/aJ  vs/aJ  vSlater/aJ
0.000 3.91856 -7.92693 4.76475 -5.45477 -2.85580
0.052 4.92393 -6.91055 4.81502 -5.05497 -3.19471
0.104 6.90819 -7.05721 4.68723 -5.66189 -3.41440
0.156 4.30348 -6.29670 3.94775 -5.14691 -2.91683
0.208 0.97231 -4.24377 2.93187 -3.27692 -2.07376
0.260 0.13586 -3.11451 2.16921 -2.28721 -1.43723
0.312 0.01281 -2.47112 1.69629 -1.75327 -1.06093
x/nm  vx A/aJ  vx B/aJ  vx C/aJ  Lambda_k  N1_k(Slater) (last two pure numbers)
0.000 -2.292586 -2.292586 -2.292586 -2.4459e-02 -1.7808e-02
0.052 -2.959441 -2.959441 -2.959441 +5.4036e-03 -7.1405e-03
0.104 -3.291909 -3.291909 -3.291909 +3.2269e-02 +6.4808e-03
0.156 -2.797952 -2.797952 -2.797952 -6.6442e-03 +7.1357e-03
0.208 -1.965016 -1.965016 -1.965016 -1.4079e-02 +2.0080e-03
0.260 -1.341908 -1.341908 -1.341908 -4.2203e-03 +3.3372e-04
0.312 -0.978438 -0.978438 -0.978438 -5.9967e-04 +3.6214e-05
max|vxB-vxA| = 3.1e-10 aJ, max|vxC-vxA| = 1.0e-08 aJ
OEP: max|dN| = 2.6973e-07 (lambda 0.01), 6.7492e-08 (0.005), ratio 3.997
OEP: max|dN/dlambda at 0| = 5.213e-10
Slater: max|dN| = 1.7764e-04 (lambda 0.01), 8.8930e-05 (0.005), ratio 1.998
Slater: max|dN/dlambda at 0| = 1.781e-02
centre site 2c_1psi_1 = +1.0103e-16, 2c_2psi_2 = +4.6e-31
x = R site 2c_1psi_1 = -2.8206e-03, 2c_2psi_2 = +2.8206e-03
chi eigenvalues: min -9.1505e-02, next to zero -5.6774e-06, zero -1.8e-18 1/aJ
max error of Lambda (number), chi (1/aJ) vs finite differences = 6.9e-11
max|dE/dv_s| at self-consistency = 3.5e-11 (number)
singlet: spread of vx + vH/2 = 6.7e-12 aJ
scaling gamma = 2: Ex = -6.21350 aJ
E_OEP = -11.163844 aJ, E_HF = -11.168208 aJ, E_exact = -11.181770 aJ (electronic)
E_OEP - E_HF = 4.3644e-03 aJ
```
